**Even-tempered s Gaussians for hydrogen: optimal ratio and its scaling**

The program minimizes the hydrogen ground-state energy over n s Gaussians with exponents αβ^k, k = 0,…,n−1, and tests how ln ln β depends on ln n. Here h = ln β, and the error is the energy above −1/2 hartree. It asserts that the matrix elements and the integral representation of e^(−r) agree with quadrature, that the analytic gradients agree with finite differences, and that the optimized energies agree with a separate diagonalization. It also asserts the amplitude of the trapezoidal error at the nucleus, the −3/2 power of the cusp error, and that the measured rate of the spacing error in 1/h lies between 0.75 and 1.05 times −2π² (it is 0.86 times). For n = 2 to 12 the fitted line has slope −0.4254 and a largest residual of 0.0016, so the rule is a very good interpolation but not an identity. Taking β from the line and re-optimizing α raises the error by at most about 0.02% of its value. Between n = 16 and 32 the slope is −0.452, nearer to the estimated limit −1/2; these two optima are local minima found without a grid scan.

## Verification by program

```python
"""Even-tempered s Gaussians for the hydrogen atom (fixed point nucleus).

Result under test: the optimal ratio beta of n exponents alpha*beta**k,
k=0..n-1, follows ln ln beta = b ln n + b' only approximately; an error
balance suggests ln beta ~ 2 pi/sqrt(3 n), so the local slope tends to -1/2.
Symbols: x = ln alpha, h = ln beta, gap = E + 1/2 (energy error).
Lengths are in bohr a0, exponents in a0^-2, energies in hartree Eh.
S, T, V are overlap, kinetic and nuclear-attraction matrices.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

mp.mp.dps = 40
mp_sqrt = np.frompyfunc(mp.sqrt, 1, 1)


def elements(zeta, sqrt, pi):
    a, b = zeta[:, None], zeta[None, :]
    total = a + b
    y = 2 * sqrt(a * b) / total
    S = y * sqrt(y)
    T = 3 * a * b / total * S
    V = -2 * sqrt(total / pi) * S
    return S, T, V


def energy_double(x, h, n):
    S, T, V = elements(np.exp(x + h * np.arange(n)), np.sqrt, np.pi)
    return eigh(T + V, S, eigvals_only=True)[0]


def factorize(matrix):
    A = matrix.copy()
    for k in range(len(A) - 1):
        f = A[k + 1:, k] / A[k, k]
        A[k + 1:, k + 1:] = A[k + 1:, k + 1:] - f[:, None] * A[k, k + 1:][None, :]
        A[k + 1:, k] = f
    return A


def solve(A, rhs):
    b = rhs.copy()
    n = len(b)
    for k in range(n - 1):
        b[k + 1:] = b[k + 1:] - A[k + 1:, k] * b[k]
    for k in reversed(range(n)):
        b[k] = (b[k] - sum(A[k, k + 1:] * b[k + 1:])) / A[k, k]
    return b


def state(x, h, n):
    """High-precision gap and gradient of ln(gap) with respect to x and h."""
    x, h = mp.mpf(float(x)), mp.mpf(float(h))
    zeta = np.array([mp.exp(x + k * h) for k in range(n)], dtype=object)
    S, T, V = elements(zeta, mp_sqrt, mp.pi)
    shifted = T + V + S / 2
    factors = factorize(shifted)
    c = np.array([mp.mpf(1)] * n, dtype=object)
    for _ in range(60):
        new = solve(factors, S.dot(c))
        new = new / mp.sqrt(new.dot(S.dot(new)))
        change = max(abs(new - c))
        c = new
        if change < mp.mpf("1e-25"):
            break
    else:
        raise AssertionError("inverse iteration did not converge")
    gap = c.dot(shifted.dot(c))
    energy = gap - mp.mpf(1) / 2
    k = np.arange(n).astype(object)
    i, j = k[:, None], k[None, :]
    a, b = zeta[:, None], zeta[None, :]
    w = (i * a + j * b) / (a + b)
    log_dS = 1.5 * ((i + j) / 2 - w)
    dM = T * (i + j - w + log_dS) + V * (w / 2 + log_dS) - energy * S * log_dS
    grad_x = c.dot((T + V / 2).dot(c))
    grad_h = c.dot(dM.dot(c))
    return gap, np.array([float(grad_x / gap), float(grad_h / gap)])


def optimize(x, h, n):
    """Newton minimization of ln(gap), with step control."""
    p = np.array([x, h], dtype=float)
    gap, g = state(*p, n)
    d = 1e-5
    for _ in range(60):
        H = np.column_stack([(state(*(p + d * e), n)[1] - g) / d
                             for e in np.eye(2)])
        w, U = np.linalg.eigh((H + H.T) / 2)
        step = -U @ ((U.T @ g) / np.abs(w))
        step *= min(1.0, 0.15 / np.max(np.abs(step)))
        while True:
            new_gap, new_g = state(*(p + step), n)
            if new_gap <= gap or np.max(np.abs(step)) < 1e-7:
                break
            step = step / 2
        p, gap, g = p + step, new_gap, new_g
        if np.max(np.abs(step)) < 1e-7:
            break
    assert np.max(np.abs(g)) < 1e-4 and w[0] > 0
    return p[0], p[1], float(gap)


# Matrix elements against radial quadrature
za, zb = 0.3, 1.7
norm = (4 * za * zb / np.pi**2) ** 0.75
product = lambda r: norm * np.exp(-(za + zb) * r * r)
S, T, V = elements(np.array([za, zb]), np.sqrt, np.pi)
numeric = [quad(lambda r: 4 * np.pi * r**2 * product(r), 0, np.inf)[0],
           quad(lambda r: 8 * np.pi * za * zb * r**4 * product(r), 0, np.inf)[0],
           quad(lambda r: -4 * np.pi * r * product(r), 0, np.inf)[0]]
assert np.allclose(numeric, [S[0, 1], T[0, 1], V[0, 1]], atol=1e-9)

# Analytic gradients against finite differences away from an optimum
p0, d = np.array([-2.5, 1.2]), 1e-4
finite = [float(mp.log(state(*(p0 + d * e), 5)[0]
                       / state(*(p0 - d * e), 5)[0])) / (2 * d)
          for e in np.eye(2)]
assert np.allclose(finite, state(*p0, 5)[1], rtol=1e-5, atol=1e-5)

# Global scan, then refinement
sizes = np.arange(2, 13)
results = []
for n in sizes:
    xs = np.linspace(-4.5, -1.0, 25)
    hs = np.linspace(0.55, 1.4, 25) * 2 * np.pi / np.sqrt(3 * n)
    grid = np.array([[energy_double(x, h, n) for h in hs] for x in xs])
    ix, ih = np.unravel_index(np.argmin(grid), grid.shape)
    assert 0 < ix < 24 and 0 < ih < 24
    x, h, gap = optimize(xs[ix], hs[ih], n)
    assert gap - 0.5 <= grid[ix, ih] + 1e-10
    assert abs(energy_double(x, h, n) - (gap - 0.5)) < 1e-9
    results.append((x, h, gap))
results = np.array(results)
x_opt, h_opt, gaps = results.T
assert np.all(np.diff(gaps) < 0)

# Least-squares test of the linear rule
log_n, log_h = np.log(sizes), np.log(h_opt)
slope, intercept = np.polyfit(log_n, log_h, 1)
residual = log_h - (slope * log_n + intercept)
r_squared = 1 - np.sum(residual**2) / np.sum((log_h - log_h.mean())**2)
upper_slope, upper_intercept = np.polyfit(log_n[4:], log_h[4:], 1)
upper_residual = log_h[4:] - (upper_slope * log_n[4:] + upper_intercept)
assert np.max(np.abs(residual)) > 1e-4  # far above optimization error
penalties = []
for n, x, gap in zip(sizes, x_opt, gaps):
    h_fit = np.exp(intercept + slope * np.log(n))
    best = minimize_scalar(lambda t: energy_double(t, h_fit, n),
                           bounds=(x - 1.5, x + 1.5), method="bounded",
                           options={"xatol": 1e-6})
    penalties.append((best.fun + 0.5) / gap)
assert min(penalties) > 0.999

# Integral representation of exp(-r) and trapezoidal error at the nucleus
weight = lambda u: np.exp(-u / 2 - np.exp(-u) / 4) / (2 * np.sqrt(np.pi))
radius = 1.3
value = quad(lambda u: weight(u) * np.exp(-np.exp(u) * radius**2),
             -8, 6, epsabs=1e-12, limit=200)[0]
assert abs(value - np.exp(-radius)) < 1e-9
trapezoid = []
for h in (1.0, 1.5):
    errors = [h * np.sum(weight(np.arange(-9 + s * h, 80, h))) - 1
              for s in np.arange(200) / 200]
    measured = np.max(np.abs(errors))
    predicted = 2 / np.sqrt(np.cosh(2 * np.pi**2 / h))
    assert abs(measured / predicted - 1) < 0.01
    trapezoid.append((h, measured, predicted))


def cusp_data(alpha, h, n_low, n_high, n_floor):
    """Power of the largest exponent, raw and with the error floor removed."""
    low, high, floor = [float(state(np.log(alpha), h, n)[0])
                        for n in (n_low, n_high, n_floor)]
    span = (n_high - n_low) * h
    return (np.log(high / low) / span,
            np.log((high - floor) / (low - floor)) / span, floor / high)


# Cusp error when only the largest exponent is changed; the floor is the
# error left on the same lattice after adding many larger exponents
cusp_power, cusp_clean, floor_share = cusp_data(0.01, 0.5, 29, 33, 45)
coarse_power, coarse_clean, coarse_share = cusp_data(0.02, 0.8, 15, 19, 34)
assert floor_share < 0.01
assert abs(cusp_power + 1.5) < 0.05

# Spacing error on wide lattices, averaged over two lattice offsets;
# the tolerance allows for powers of h multiplying the exponential
wide = []
for h, n in ((1.0, 26), (0.75, 38)):
    wide.append(np.mean([float(state(np.log(0.01) + s * h, h, n)[0])
                         for s in (0.0, 0.5)]))
spacing_rate = np.log(wide[1] / wide[0]) / (1 / 0.75 - 1)
assert 0.75 < spacing_rate / (-2 * np.pi**2) < 1.05

# Larger sets test the asymptotic balance and the extrapolated line
x16, h16, gap16 = optimize(x_opt[-1] - 0.15, h_opt[-1] * np.sqrt(12 / 16), 16)
x32, h32, gap32 = optimize(x16 - 0.3, h16 / np.sqrt(2), 32)
early_slope = np.log(h_opt[2] / h_opt[0]) / np.log(2)
middle_slope = np.log(h_opt[10] / h_opt[4]) / np.log(2)
late_slope = np.log(h32 / h16) / np.log(2)
assert abs(late_slope + 0.5) < min(0.1, abs(early_slope + 0.5))
error_rate = np.log(gap32 / gap16) / (np.sqrt(32) - 4)
assert abs(error_rate / (-np.pi * np.sqrt(3)) - 1) < 0.2

# SI scales from the defining combinations of constants
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0)
bohr = const.hbar**2 / (const.m_e * coulomb)
hartree = const.hbar**2 / (const.m_e * bohr**2)
assert abs(hartree / const.physical_constants["Hartree energy"][0] - 1) < 1e-8

print("n  alpha/a0^-2  beta  lnln(beta)  error/Eh  error factor at fitted beta")
for n, x, h, gap, factor in zip(sizes, x_opt, h_opt, gaps, penalties):
    print(f"{n:2d} {np.exp(x):.6f} {np.exp(h):.5f} {np.log(h):+.5f} "
          f"{gap:.4e} {factor:.4f}")
print(f"fit n=2..12: slope {slope:.4f}, intercept {intercept:.4f}")
print(f"fit n=2..12: R^2 {r_squared:.5f}, "
      f"max residual {np.max(np.abs(residual)):.4f}")
print("residuals n=2..12:", " ".join(f"{v:+.4f}" for v in residual))
print(f"fit n=6..12: slope {upper_slope:.4f}, intercept {upper_intercept:.4f}")
print(f"fit n=6..12: max residual {np.max(np.abs(upper_residual)):.5f}")
print(f"local slope n=2 to 4: {early_slope:.4f}")
print(f"local slope n=6 to 12: {middle_slope:.4f}")
print(f"local slope n=16 to 32: {late_slope:.4f}")
for n, x, h, gap in ((16, x16, h16, gap16), (32, x32, h32, gap32)):
    print(f"n={n}: alpha {np.exp(x):.6f} a0^-2, beta {np.exp(h):.5f}, "
          f"error {gap:.4e} Eh")
    full = np.exp(np.exp(intercept + slope * np.log(n)))
    upper = np.exp(np.exp(upper_intercept + upper_slope * np.log(n)))
    print(f"n={n}: beta from fit 2..12 {full:.5f}, from fit 6..12 {upper:.5f}")
for n, h in ((12, h_opt[-1]), (32, h32)):
    print(f"n={n}: ln(beta) {h:.5f}, leading estimate "
          f"{2 * np.pi / np.sqrt(3 * n):.5f}")
for h, measured, predicted in trapezoid:
    print(f"trapezoid h={h:.1f}: max error at r=0 {measured:.5e}, "
          f"formula {predicted:.5e}")
for h, raw, clean, share in ((0.5, cusp_power, cusp_clean, floor_share),
                             (0.8, coarse_power, coarse_clean, coarse_share)):
    print(f"cusp power h={h}: raw {raw:.4f}, floor removed {clean:.4f}, "
          f"floor share {share:.2e}")
print(f"spacing-error rate in 1/h: {spacing_rate:.3f}, "
      f"leading theory {-2 * np.pi**2:.3f}")
print(f"error rate in sqrt(n), n=16 to 32: {error_rate:.3f}, "
      f"leading theory {-np.pi * np.sqrt(3):.3f}")
print(f"a0 = {bohr:.8e} m; Eh = {hartree:.8e} J")
print(f"n=12: alpha = {np.exp(x_opt[-1]) / bohr**2:.6e} m^-2")
print(f"n=12: energy = {(gaps[-1] - 0.5):.9f} Eh "
      f"= {(gaps[-1] - 0.5) * hartree:.9e} J")
print(f"n=12: energy error = {gaps[-1] * hartree:.4e} J")
print("OK")
```

Running it gives:

```
n  alpha/a0^-2  beta  lnln(beta)  error/Eh  error factor at fitted beta
 2 0.201530 6.61193 +0.63598 1.4187e-02 1.0000
 3 0.163016 4.88072 +0.46077 4.1572e-03 1.0000
 4 0.134811 4.07421 +0.33981 1.2481e-03 1.0000
 5 0.117559 3.58217 +0.24371 4.3733e-04 1.0000
 6 0.104205 3.25772 +0.16638 1.5946e-04 1.0000
 7 0.094480 3.02135 +0.10048 6.2828e-05 1.0001
 8 0.086539 2.84365 +0.04410 2.5707e-05 1.0000
 9 0.080196 2.70257 -0.00581 1.1021e-05 1.0000
10 0.074820 2.58879 -0.05004 4.8881e-06 1.0000
11 0.070286 2.49368 -0.09019 2.2414e-06 1.0001
12 0.066332 2.41341 -0.12665 1.0610e-06 1.0002
fit n=2..12: slope -0.4254, intercept 0.9292
fit n=2..12: R^2 0.99999, max residual 0.0016
residuals n=2..12: +0.0016 -0.0011 +0.0003 -0.0008 -0.0006 -0.0009 -0.0005 -0.0003 +0.0003 +0.0007 +0.0012
fit n=6..12: slope -0.4226, intercept 0.9230
fit n=6..12: max residual 0.00050
local slope n=2 to 4: -0.4273
local slope n=6 to 12: -0.4228
local slope n=16 to 32: -0.4522
n=16: alpha 0.054440 a0^-2, beta 2.18013, error 7.1707e-08 Eh
n=16: beta from fit 2..12 2.17838, from fit 6..12 2.18127
n=32: alpha 0.026909 a0^-2, beta 1.76768, error 2.1131e-11 Eh
n=32: beta from fit 2..12 1.78559, from fit 6..12 1.78941
n=12: ln(beta) 0.88104, leading estimate 1.04720
n=32: ln(beta) 0.56967, leading estimate 0.64127
trapezoid h=1.0: max error at r=0 1.46301e-04, formula 1.46295e-04
trapezoid h=1.5: max error at r=0 3.93118e-03, formula 3.92647e-03
cusp power h=0.5: raw -1.4993, floor removed -1.4995, floor share 3.12e-04
cusp power h=0.8: raw -0.5545, floor removed -1.4982, floor share 9.59e-01
spacing-error rate in 1/h: -16.950, leading theory -19.739
error rate in sqrt(n), n=16 to 32: -4.907, leading theory -5.441
a0 = 5.29177211e-11 m; Eh = 4.35974472e-18 J
n=12: alpha = 2.368748e+19 m^-2
n=12: energy = -0.499998939 Eh = -2.179867735e-18 J
n=12: energy error = 4.6259e-24 J
OK
```
